# Minimum Heat Conductivity of a Disordered Solid from Half-Period Lifetimes

An isotropic, electrically insulating solid is so disordered that a vibration keeps its energy for only a short time. We want the heat conductivity that follows if this time is half a vibration period.

The model has these ingredients.

- There are \(n\) atoms per volume and three sound branches \(i\), one longitudinal and two transverse, with speeds \(v_i\).
- Each branch obeys \(\omega=v_i k\) up to a common cutoff \(k_D\), chosen so that each branch has one mode per atom.
- A mode loses its energy at random, at a constant rate \(1/\tau\). The energy is re-emitted in all directions alike, with the equilibrium distribution of the local temperature.
- The lifetime is half the period, \(\tau=\tfrac12(2\pi/\omega)=\pi/\omega\). This is a postulate about strong disorder and is not derived here.

Atomic units are used in the algebra, so \(\hbar=1\). Temperature enters as the energy \(\theta=k_BT\), and the conductivity as \(K=\kappa/k_B\). Fourier's law \(\mathbf J=-\kappa\nabla T\) then reads \(\mathbf J=-K\nabla\theta\).

## (a) Modes and their heat capacity

**Find \(k_D\) and the heat capacity \(c=\partial E/\partial\theta\) of one mode. Show how \(c\) varies with temperature.**

**Solution.** The number of modes per volume in one branch is the volume of the Debye sphere divided by \((2\pi)^3\):

\[
\frac{1}{(2\pi)^3}\,\frac{4\pi k_D^3}{3}=\frac{k_D^3}{6\pi^2}=n,
\qquad k_D=(6\pi^2 n)^{1/3}.
\]

The thermal energy of a mode is \(E=\omega N_0\), with the Bose occupation \(N_0(\theta)=1/(e^{\omega/\theta}-1)\). The zero-point energy does not depend on \(\theta\) and drops out of \(c\). With \(x=\omega/\theta\) we have \(\partial x/\partial\theta=-x/\theta\), so

\[
c=\omega\,\frac{-e^x}{(e^x-1)^2}\left(-\frac{x}{\theta}\right)
=\frac{x^2e^x}{(e^x-1)^2}
=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
\]

The last form follows from \(e^x-1=2e^{x/2}\sinh(x/2)\). The series

\[
\frac{\sinh z}{z}=1+\frac{z^2}{6}+\frac{z^4}{120}+\dots
\]

has positive coefficients, so \(c\) falls as \(x\) grows. At fixed \(\omega\) it therefore rises with temperature, from 0 towards the classical value 1.

## (b) The heat flux

**Apply a small steady temperature gradient. Find the conductivity for an arbitrary lifetime \(\tau(\omega)\).**

**Solution.** Consider the quanta of one mode, with velocity \(\mathbf v\), at a point where the temperature is \(\theta\). Those emitted a time \(s\) earlier started at the displacement \(-\mathbf v s\), where the temperature was \(\theta-s\,\mathbf v\cdot\nabla\theta\).

In equilibrium the loss rate \(N_0/\tau\) is balanced by an equal emission rate. Emission at the local temperature therefore supplies \(N_0/\tau\) per unit time, and a fraction \(e^{-s/\tau}\) survives for the time \(s\). Hence

\[
N=\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau}\,
N_0\!\left(\theta-s\,\mathbf v\cdot\nabla\theta\right).
\]

We expand to first order in the gradient. The zeroth-order term gives \(N_0(\theta)\), because the weight integrates to 1. The first-order term contains the mean age \(\int_0^\infty ds\,(s/\tau)e^{-s/\tau}=\tau\). The deviation from equilibrium is

\[
\delta N=-\tau\,(\mathbf v\cdot\nabla\theta)\,
\frac{\partial N_0}{\partial\theta}.
\]

The minus sign says that quanta moving towards the hot side come from the cold side and are too few. Since \(\delta N\) is odd in \(\mathbf v\), the sum of \(\omega\,\delta N/\tau\) over directions vanishes. Absorbed and emitted energy thus balance at this order, and the local temperature is consistently defined.

The heat flux adds \(\omega\mathbf v N\) over all modes. The equilibrium part cancels between opposite directions. With the gradient along \(x\) and \(\omega\,\partial N_0/\partial\theta=c\),

\[
J_x=-\frac{d\theta}{dx}\sum_i\int_{k<k_D}\frac{d^3k}{(2\pi)^3}\;c\,v_x^2\,\tau .
\]

The three Cartesian components contribute equally on average, so \(v_x^2\) averages to \(v_i^2/3\). Comparison with \(J_x=-K\,d\theta/dx\) gives

\[
K=\frac13\sum_i\int_{k<k_D}\frac{d^3k}{(2\pi)^3}\;c\,v_i^2\,\tau .
\]

The expansion requires a small gradient: over the free path \(v_i\tau\) of the modes that carry most of the heat, the temperature may change only by a small fraction of itself.

## (c) What "lifetime" means

**Treat the motion of energy as a random walk at speed \(v\) with mean flight time \(\tau\). Compare exponentially distributed flight times with flights that all last \(\tau\).**

**Solution.** After \(M\) flights of lengths \(l_j\) in independent random directions \(\mathbf u_j\), the displacement is \(\mathbf R=\sum_j l_j\mathbf u_j\). The cross terms average to zero, so \(\langle R^2\rangle=M\langle l^2\rangle\). For large \(M\) the elapsed time is \(t=M\tau\). The definition \(\langle R^2\rangle=6Dt\) of the diffusivity in three dimensions gives

\[
D=\frac{\langle l^2\rangle}{6\tau}.
\]

For exponential flight times,

\[
\langle l^2\rangle=v^2\int_0^\infty\frac{ds}{\tau}\,s^2e^{-s/\tau}=2v^2\tau^2,
\qquad D=\frac{v^2\tau}{3}.
\]

For flights of equal duration,

\[
\langle l^2\rangle=v^2\tau^2,\qquad D=\frac{v^2\tau}{6}.
\]

An energy density with temperature derivative \(c\) that diffuses with \(D\) contributes \(cD\) to \(K\). The exponential case thus reproduces the factor \(\tfrac13\) of part (b), while equal flights halve the conductivity. The ages show the same thing: a quantum observed at a random moment of a fixed flight has an age spread evenly between 0 and \(\tau\), with mean \(\tau/2\) instead of \(\tau\).

Simulated walks give \(D/(v^2\tau)=0.332\) for exponential flights and \(0.167\) for fixed ones, in agreement with \(1/3\) and \(1/6\) within the finite duration and sampling error of the simulation.

The words "half a period" therefore fix the conductivity only together with a convention. Here \(\tau\) is the time constant of exponential decay.

## (d) Half a period

**Insert \(\tau=\pi/\omega\). Find the free path, and reduce the conductivity to one dimensionless integral per branch.**

**Solution.** The mean free path is

\[
\ell=v_i\tau=\frac{\pi v_i}{\omega}=\frac{\pi}{k}=\frac{\lambda}{2},
\]

half the wavelength \(\lambda\). Energy moves on from a region about half a wavelength across in half an oscillation. The shortest path belongs to \(k_D\):

\[
\frac{\pi}{k_D}=\left(\frac{\pi^3}{6\pi^2n}\right)^{1/3}
=\left(\frac{\pi}{6}\right)^{1/3}n^{-1/3}.
\]

Its numerical factor is 0.806, so it is slightly less than the mean atomic spacing \(n^{-1/3}\).

For the conductivity we change from \(k\) to \(\omega\). A spherical shell gives

\[
\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k^2\,dk}{2\pi^2}
=\frac{\omega^2\,d\omega}{2\pi^2v_i^3}.
\]

The contribution of branch \(i\) is then

\[
K_i=\frac13\int_0^{v_ik_D}d\omega\;
\frac{\omega^2}{2\pi^2v_i^3}\;v_i^2\;\frac{\pi}{\omega}\;c
=\frac{1}{6\pi v_i}\int_0^{v_ik_D}\omega\,c\,d\omega .
\]

One power of \(\omega\) from the density of modes has cancelled against the lifetime. Long waves have long free paths, but their contribution still vanishes as \(\omega\to0\).

Now set \(\omega=\theta x\), so that \(\omega\,d\omega=\theta^2x\,dx\), and define \(y_i=v_ik_D/\theta\):

\[
K_i=\frac{\theta^2}{6\pi v_i}\int_0^{y_i}\frac{x^3e^x}{(e^x-1)^2}\,dx .
\]

Replacing \(\theta\) by \(v_ik_D/y_i\) turns the prefactor into \(v_ik_D^2/(6\pi y_i^2)\). Here

\[
\frac{k_D^2}{6\pi}=\frac{(6\pi^2)^{2/3}}{6\pi}\,n^{2/3}
=6^{-1/3}\pi^{1/3}n^{2/3}
=\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}.
\]

Summing over branches, we obtain

\[
K=\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}\sum_i
\frac{v_i}{y_i^2}\int_0^{y_i}\frac{x^3e^x}{(e^x-1)^2}\,dx .
\]

This is the Cahill-Watson-Pohl minimum conductivity. In ordinary units, with the branch Debye temperature \(\Theta_i=\hbar v_ik_D/k_B\),

\[
\kappa=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_i
v_i\left(\frac{T}{\Theta_i}\right)^2
\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx .
\]

## (e) The classical limit

**Find \(K\) for \(\theta\gg v_ik_D\), with its first quantum correction. Which modes carry the heat, and from which side is the limit approached?**

**Solution.** For small \(x\), put \(z=x/2\) in the result of part (a):

\[
c=\left(1+\frac{z^2}{6}+\dots\right)^{-2}
=1-\frac{z^2}{3}+\dots=1-\frac{x^2}{12}+\dots
\]

The integrand of part (d) is \(xc\), so

\[
\int_0^{y_i}x\,c\,dx=\frac{y_i^2}{2}-\frac{y_i^4}{48}+\dots
=\frac{y_i^2}{2}\left(1-\frac{y_i^2}{24}+\dots\right).
\]

The factor \(y_i^{-2}\) cancels the leading power, and

\[
K\simeq\frac12\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}
\sum_i v_i\left(1-\frac{y_i^2}{24}\right),
\qquad
K_\infty=\frac12\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}\sum_i v_i .
\]

In ordinary units \(\kappa_\infty=k_BK_\infty\), with no \(\hbar\), as a classical result should have.

The limit can also be found from the average free path. Over the Debye sphere,

\[
\langle\ell\rangle=\frac{3}{k_D^3}\int_0^{k_D}k^2\,\frac{\pi}{k}\,dk
=\frac{3\pi}{2k_D}.
\]

With heat capacity \(n\) per volume and branch, \(\tfrac13nv_i\langle\ell\rangle=\pi nv_i/(2k_D)\). Since \(\pi/k_D=(\pi/6)^{1/3}n^{-1/3}\), this is again \(\tfrac12(\pi/6)^{1/3}n^{2/3}v_i\).

When \(c=1\), the heat carried per unit frequency is proportional to \(\omega\). The modes below half of their branch cutoff therefore carry the share \((1/2)^2=1/4\), although they are only \((1/2)^3=1/8\) of all modes. Their longer free paths account for the difference.

At any finite temperature, \(c<1\) for every mode with \(\omega>0\), and \(c\) rises with \(\theta\). Since \(K_i=(6\pi v_i)^{-1}\int\omega c\,d\omega\) has a positive weight that does not depend on temperature, \(K\) rises steadily and approaches \(K_\infty\) from below.

## (f) The cold limit

**Find \(K\) for \(\theta\ll v_ik_D\).**

**Solution.** The upper limit \(y_i\) may be replaced by infinity, because the integrand decays as \(x^3e^{-x}\). We use \(e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}\) and integrate by parts. The boundary term \(-x^3/(e^x-1)\) vanishes at both ends, which leaves

\[
\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}dx
=3\int_0^\infty\frac{x^2}{e^x-1}dx
=3\sum_{m=1}^\infty\int_0^\infty x^2e^{-mx}dx
=3\sum_{m=1}^\infty\frac{2}{m^3}=6\zeta(3).
\]

Inserted into the form of \(K_i\) with the prefactor \(\theta^2/(6\pi v_i)\), this gives

\[
K\simeq\frac{\zeta(3)\,\theta^2}{\pi}\sum_i\frac{1}{v_i}.
\]

The density no longer appears, since the cutoff is out of reach. The power of \(\theta\) has a simple origin: the heat capacity grows as \(\theta^3\), while the free path of the thermally excited waves shrinks as \(1/\theta\). A slow branch now contributes more than a fast one, because it has more modes at a given frequency; in the classical limit a single fast branch contributes more than a single slow one.

## (g) A model glass

**Take \(n=0.070\) Å\(^{-3}\), \(\hbar v=0.036\) eV Å for the longitudinal branch and \(0.021\) eV Å for each transverse branch. Find the conductivity at \(k_BT=0.025\) eV and compare it with the two limits.**

**Solution.** These are round model parameters. With energies in eV and lengths in Å, the formulas hold unchanged if \(v\) is read as \(\hbar v\) and \(K\) as \(\hbar\kappa/k_B\), in eV/Å.

The cutoff is \(k_D=(6\pi^2\times0.070)^{1/3}=1.606\) Å\(^{-1}\). The shortest free path is \(\pi/k_D=1.96\) Å, against an atomic spacing of 2.43 Å. The cutoff energies are

\[
0.036\times1.6064=0.0578\ \text{eV},\qquad
0.021\times1.6064=0.0337\ \text{eV}.
\]

Division by 0.025 eV gives \(y_L=2.313\) and \(y_T=1.349\), for which the integrals are 2.171 and 0.845. With \((\pi/6)^{1/3}=0.8060\) and \(n^{2/3}=0.16985\) Å\(^{-2}\),

\[
K_L=0.8060\times0.16985\times0.036\times\frac{2.1706}{2.3132^2}
=0.00200\ \text{eV/Å},
\]

\[
K_T=0.8060\times0.16985\times0.021\times\frac{0.8453}{1.3494^2}
=0.00133\ \text{eV/Å}.
\]

One longitudinal and two transverse branches add up to \(K=0.00467\) eV/Å. The classical limit is

\[
K_\infty=\tfrac12\times0.8060\times0.16985\times(0.036+2\times0.021)
=0.00534\ \text{eV/Å}.
\]

Multiplication by \(k_B/\hbar\) and conversion to SI units give \(\kappa=0.98\) W/(m K) at this temperature and \(\kappa_\infty=1.12\) W/(m K). The model is thus 13 per cent below its classical limit, although \(k_BT\) is smaller than both cutoff energies. The approach at other temperatures is as follows.

| \(k_BT\) (eV) | \(K/K_\infty\) |
|---:|---:|
| 0.001 | 0.009 |
| 0.005 | 0.207 |
| 0.010 | 0.526 |
| 0.025 | 0.874 |
| 0.050 | 0.965 |
| 0.100 | 0.991 |

At 0.100 eV the first quantum correction alone also gives 0.991. At 0.001 eV the cold law and the full formula both give \(4.707\times10^{-5}\) eV/Å. From there to 0.005 eV, \(K\) grows by a factor of 23 instead of the 25 of a quadratic law, because the cutoff starts to remove modes that would otherwise contribute.

The formula was also tested against a direct sum of the heat flux over a three-dimensional mesh of wavevectors, with the upstream occupations of part (b) averaged over their ages. At 0.025 eV this sum gives 0.00467 eV/Å, as the formula does. At 2 eV it gives the classical limit, with a share of 0.250 carried below half the cutoff. The numerical output lists these values.

## (h) How far the result can be trusted

**Is \(K\) a lower bound on the conductivity of a solid? Where is the model weakest?**

**Solution.** It is not a proven bound. By part (b), \(K\) is proportional to a common factor in all lifetimes, and nothing in the derivation forbids a lifetime shorter than \(\pi/\omega\). The name "minimum" rests on the physical judgement that a vibration can hardly pass on its energy faster than in about half an oscillation. Even this judgement does not fix the value. By part (c), exponential flights conduct twice as well as equal flights with the same mean time, and a distribution with a still larger \(\langle l^2\rangle\) would conduct even better. The digits in part (g) describe the model and are no measure of its accuracy for a material.

The kinetic picture itself is stretched. A quantum with a definite wavevector and velocity requires \(k\ell\gg1\), whereas here \(k\ell=\pi\) for every mode. A wave that lasts for a length \(\ell\) has its wavevector defined only to about \(1/\ell=k/\pi\), roughly a third of its value. The formula is therefore an extrapolation of kinetic theory to the edge of its range. Above \(0.81\,k_D\), where nearly half of all modes lie, the free path is even shorter than the mean atomic spacing \(n^{-1/3}\). Linear dispersion and plane waves are doubtful assumptions there too.

For long waves the postulate fails in the other direction. A wave that spans many atoms averages over the disorder and is scattered weakly, so in a real glass it travels much farther than half its wavelength. Longer lifetimes raise \(K\), and at low temperature these waves are the only ones excited. The conductivity of part (f) is then an underestimate for a real glass. Its quadratic form alone is no evidence for a lifetime of half a period, because any lifetime proportional to \(1/\omega\) gives the same power of \(\theta\). The estimate is most useful when \(k_BT\) is comparable with the cutoff energies or larger. There, under the postulate, short waves carry most of the heat: about three quarters of it above half the cutoff. In a real glass this holds only if the lifetime of long waves does not grow too fast as \(\omega\to0\). With \(c\approx1\) the heat carried per unit frequency is proportional to \(\omega^2\tau\). For \(\tau\propto\omega^{-2}\) it stays finite. For \(\tau\propto\omega^{-4}\) the integral diverges at small \(\omega\) until another scattering process or the sample size limits the free path, and long waves can then carry a large share of the heat and raise the conductivity well above the formula.

## Computed values

```
atom density n = 0.070 1/angstrom^3
hbar v longitudinal = 0.036 eV angstrom
hbar v transverse (two branches) = 0.021 eV angstrom
k_B T of the example = 0.025 eV
Debye wavevector k_D = 1.6064 1/angstrom
cutoff energy longitudinal = 0.05783 eV
cutoff energy transverse = 0.03373 eV
shortest free path pi/k_D = 1.956 angstrom
atomic spacing n^(-1/3) = 2.426 angstrom
free path / spacing = 0.806 (no unit)
(pi/6)^(1/3) = 0.8060 (no unit)
n^(2/3) = 0.16985 1/angstrom^2
longitudinal: y = 2.3132, integral = 2.1706 (no unit)
longitudinal: hbar kappa/k_B = 0.001999 eV/angstrom
one transverse: y = 1.3494, integral = 0.8453 (no unit)
one transverse: hbar kappa/k_B = 0.001335 eV/angstrom
total hbar kappa/k_B by formula, and ratio to classical limit:
  k_B T = 0.001 eV: 4.7069e-05 eV/angstrom, ratio 0.0088
  k_B T = 0.005 eV: 1.1032e-03 eV/angstrom, ratio 0.2066
  k_B T = 0.010 eV: 2.8070e-03 eV/angstrom, ratio 0.5258
  k_B T = 0.025 eV: 4.6685e-03 eV/angstrom, ratio 0.8744
  k_B T = 0.050 eV: 5.1539e-03 eV/angstrom, ratio 0.9653
  k_B T = 0.100 eV: 5.2915e-03 eV/angstrom, ratio 0.9911
classical limit hbar kappa/k_B = 0.005339 eV/angstrom
kappa at k_B T = 0.025 eV: 0.979 W/(m K)
kappa in the classical limit: 1.120 W/(m K)
mode-sum flux at k_B T = 0.005 eV: 1.1028e-03 eV/angstrom
mode-sum flux at k_B T = 0.025 eV: 4.6682e-03 eV/angstrom
mode-sum flux at k_B T = 2 eV: 0.005339 eV/angstrom
hot heat share below half cutoff = 0.2501 (no unit)
walk D/(v^2 tau), exponential flights = 0.3319 (no unit)
walk D/(v^2 tau), fixed flights = 0.1669 (no unit)
ratio at k_B T = 0.1 eV from first correction = 0.9910 (no unit)
cold law at k_B T = 0.001 eV = 4.7069e-05 eV/angstrom
```
